\section*{Setting a Contact Resistivity from Transfer-Length Data with Correlated Errors}

\section{The setting and the measurement behind it}

Current that enters a scaled transistor crosses a metal contact and then a thin doped layer before it reaches the channel. When the contact is about as long as the distance over which current leaves the metal, its resistance depends on both the interface and the layer. A device simulation, including one that takes its band structure from an electronic-structure calculation, can represent the interface by a boundary setting: the specific contact resistivity $\rho$, in ohm\,cm$^2$. The user must supply a value and a credible range.

Both can come from a transfer-length structure, a row of identical contacts separated by different gaps. Resistance is plotted against gap; the slope gives the layer and the intercept gives the contacts. At nanometre gaps the uncertainty of the gap itself matters, and slope and intercept have correlated errors. The question is what range of $\rho$ the data support.

The model assumes ohmic, identical contacts, one-dimensional current, a layer thin compared with the transfer length defined below, the same sheet resistance $R_s$ under and between the contacts, and metal at one potential. The relations are classical and hold in any consistent units.

\section{What slope and intercept mean}

Let $W$ be the contact width, $L$ its length along the current, and $y$ the distance from its leading edge. Let $V(y)$ be the layer potential relative to the metal and $I(y)$ the current still in the layer. Ohm's law and current loss through the interface give
\begin{equation}
V'=-\frac{R_s}{W}I,\qquad I'=-\frac{W}{\rho}V .
\end{equation}
Differentiating the first and inserting the second,
\begin{equation}
V''=\frac{V}{L_T^2},\qquad L_T=\sqrt{\rho/R_s}.
\end{equation}
No current remains at the far end, so $V'(L)=0$ and $V=V_0\cosh[(L-y)/L_T]/\cosh(L/L_T)$. The entering current is
\begin{equation}
I(0)=-\frac{W}{R_s}V'(0)=\frac{WV_0}{R_sL_T}\tanh\frac{L}{L_T}.
\end{equation}
The resistance $V_0/I(0)$ of one contact, and the total for a true gap $\delta$ with a contact at each end, are therefore
\begin{equation}
R_c=\frac{R_sL_T}{W}\coth\frac{L}{L_T},\qquad
R=a+b\delta,\quad a=2R_c,\quad b=\frac{R_s}{W}.
\end{equation}

\section{Fitting when both axes have errors}

Each gap is read as $d_i$ with standard error $s_i$, and each resistance as $R_i$ with standard error $\sigma_i$. The errors are Gaussian, independent and of known size. The $d_i$ are measured gaps, not design values. Maximum likelihood minimizes
\begin{equation}
\sum_i\left[\frac{(R_i-a-b\delta_i)^2}{\sigma_i^2}+\frac{(d_i-\delta_i)^2}{s_i^2}\right]
\end{equation}
over $a$, $b$ and every true gap. For one point write $r=R-a-bd$ and $e=\delta-d$. Its contribution is $(r-be)^2/\sigma^2+e^2/s^2$. Setting the derivative with respect to $e$ to zero gives
\begin{equation}
e=b s^2wr,\qquad w=\frac1{\sigma^2+b^2s^2}.
\end{equation}
Then $r-be=\sigma^2wr$, and the contribution becomes $(\sigma^2+b^2s^2)w^2r^2=wr^2$. The misfit left to minimize is
\begin{equation}
S(a,b)=\sum_i w_ir_i^2,\qquad \hat\delta_i=d_i+b s_i^2w_ir_i,
\end{equation}
where $\hat\delta_i$ is the adjusted gap. A gap error thus acts as a resistance error $bs_i$, but its weight depends on the slope being sought.

Because $\partial w/\partial b=-2bs^2w^2$, the derivatives are
\begin{align}
\frac{\partial S}{\partial a}&=-2\sum_i w_ir_i,\\
\frac{\partial S}{\partial b}&=-2\sum_i w_ir_i(d_i+bs_i^2w_ir_i)=-2\sum_i w_ir_i\hat\delta_i .
\end{align}
Let $\bar d,\bar R$ be means weighted by $w_i$, with $U_i=d_i-\bar d$ and $V_i=R_i-\bar R$. The first condition gives $a=\bar R-b\bar d$, hence $r_i=V_i-bU_i$. It also allows $\bar d$ to be subtracted from $\hat\delta_i$ in the second. With
\begin{align}
\beta_i=\hat\delta_i-\bar d&=U_i+bs_i^2w_i(V_i-bU_i)\nonumber\\
&=w_i(\sigma_i^2U_i+bs_i^2V_i),
\end{align}
the condition $\sum w_i\beta_i(V_i-bU_i)=0$ becomes the iteration
\begin{equation}
b\leftarrow\frac{\sum_i w_i\beta_iV_i}{\sum_i w_i\beta_iU_i}.
\end{equation}
The right side uses the previous $b$. Starting from $b=0$ gives $w_i=1/\sigma_i^2$ and $\beta_i=U_i$, so the first pass is the weighted fit that ignores gap errors. Convergence should be checked for each data set.

\section{The covariance of the line}

For one point let $p=(1,\delta)^T$. The information matrix of $(a,b,\delta)$ has the blocks $pp^T/\sigma^2$, $bp/\sigma^2$ and $b^2/\sigma^2+1/s^2$. Eliminating the true gap leaves
\begin{equation}
pp^T\left[\frac1{\sigma^2}-\frac{b^2/\sigma^4}{b^2/\sigma^2+1/s^2}\right]=w\,pp^T .
\end{equation}
Summing over points at the adjusted gaps gives a $2\times2$ matrix. Define
\begin{equation}
A=\sum_iw_i,\quad \bar\delta=\frac1A\sum_iw_i\hat\delta_i,\quad
Q=\sum_iw_i(\hat\delta_i-\bar\delta)^2 .
\end{equation}
The matrix has diagonal elements $A$ and $Q+A\bar\delta^2$, off-diagonal element $A\bar\delta$, and determinant $AQ$. Its inverse contains
\begin{equation}
V_b=\frac1Q,\qquad C_{ab}=-\frac{\bar\delta}{Q},\qquad
V_a=\frac1A+\frac{\bar\delta^2}{Q}.
\end{equation}
This is the leading order in small errors. The covariance is negative because the mean gap is positive: the line pivots about its centre, so a steeper line meets the axis lower.

\section{From the line to the setting}

Put $x=L/L_T$. Since $a/b=2L_T\coth x$,
\begin{equation}
\frac{\coth x}{x}=\frac{a}{2bL},\qquad \rho=R_sL_T^2=\frac{bWL^2}{x^2}.
\end{equation}
The left side of the first relation falls steadily from infinity to zero, so positive $a$ and $b$ give one root. Its logarithmic derivative is
\begin{equation}
\frac{d\ln(\coth x/x)}{d\ln x}=-\left(1+\frac{2x}{\sinh2x}\right)\equiv-\frac2g .
\end{equation}
Consequently $d\ln x=-(g/2)(d\ln a-d\ln b-d\ln L)$. Inserting this in $d\ln\rho=d\ln b+d\ln W+2d\ln L-2d\ln x$ gives
\begin{equation}
d\ln\rho=g\,d\ln a+(1-g)d\ln b+(2-g)d\ln L+d\ln W .
\end{equation}
For fixed $L$ and $W$, squaring and averaging yields
\begin{equation}
\left(\frac{\sigma_\rho}{\rho}\right)^2=g^2\frac{V_a}{a^2}+(g-1)^2\frac{V_b}{b^2}-2g(g-1)\frac{C_{ab}}{ab}.
\end{equation}
Here $1<g<2$, because $2x/\sinh2x$ lies between zero and one. Intercept and slope enter $\rho$ with opposite signs and have opposite errors, so the covariance term adds to the variance. Dropping it narrows the range.

For a long contact $g\to2$ and $\rho\to Wa^2/(4b)$. For a short one $g\to1$ and $\rho\to aWL/2$: current crosses the whole contact evenly, the slope drops out, and so does the covariance.

\section{Errors shared by all gaps}

An edge-detection error can make every gap read too long by $\Delta$ and every contact too short by $\Delta$. With $d=\delta+\Delta$, the fitted line is $R=(a+b\Delta)+b\delta$. The true intercept is larger by $b\Delta$, and the true length is $L+\Delta$, so
\begin{equation}
\frac{d\ln\rho}{d\Delta}=\frac{gb}{a}+\frac{2-g}{L}.
\end{equation}
The points remain on a straight line, so the residuals cannot reveal this error. In the long-contact limit the relative error is $\Delta/L_T$, whatever gaps are chosen. Independent edge and width errors are added in quadrature to the random part.

\section{A nanoscale example}

Synthetic data were drawn for $R_s=100$ ohm per square, $\rho=1.00\times10^{-8}$ ohm\,cm$^2$, $W=1000$ nm and $L=150$ nm. The true $L_T$ is 100 nm. The contact formula gives 11.048 ohm, as does a ladder of 2000 resistor cells. Six gaps from 60 to 600 nm were read with 6 nm error; the resistance errors run from 0.20 to 0.50 ohm. No shared error was put into these readings.

The first slope, 0.101459 ohm/nm, becomes 0.101457 ohm/nm on the second pass. Gap errors hardly move this line; their main effect is on its uncertainty. The result is $a=22.01\pm0.47$ ohm and $b=0.1015\pm0.0016$ ohm/nm, with correlation $-0.80$.

The minimum misfit is 0.01 for four degrees of freedom. For small $S$ the chance of a value below $S$ is about $S^2/8$, here roughly $10^{-5}$. This draw lies on a line by rare accident. With laboratory data, such a misfit would call for a check of the stated errors and their independence. Here the errors are known, and shrinking the error bar to match the misfit would be wrong.

The ratio $a/(2bL)=22.012/(2\times0.10146\times150)=0.723$ gives $x=1.521$ and $g=1.549$. Then
\begin{equation}
\rho=\frac{101.46\times150^2}{1.5213^2}\ \mathrm{ohm\,nm^2}
=9.86\times10^{-9}\ \mathrm{ohm\,cm^2}.
\end{equation}
The long-contact formula would give $1.19\times10^{-8}$ ohm\,cm$^2$, 21\% above this value.

The intercept contributes $1.549\times0.465/22.01=3.27\%$ and the slope 0.87\%. Without covariance they combine to 3.38\%; with it the error is 4.00\%. The interval over which the minimized misfit rises by one, $9.47\times10^{-9}$ to $1.03\times10^{-8}$ ohm\,cm$^2$, agrees with this width.

A shared edge error of 4 nm adds 4.06\%, and a width error of 10 nm adds 1.00\%. The total is $\sqrt{4.00^2+4.06^2+1.00^2}=5.8\%$, so
\begin{equation}
\rho=(9.9\pm0.6)\times10^{-9}\ \mathrm{ohm\,cm^2}.
\end{equation}

Because one draw cannot establish an error bar, the random experiment was repeated 20000 times. The one-sigma range covered the true $\rho$ in 68.7\% of cases, against 68.3\% for an ideal Gaussian range. Dropping the covariance reduced coverage to 60.7\%. A fit that ignored gap errors in both its weights and its quoted covariance covered the truth in 28.8\%. With the shared errors included, the scatter was 5.70\%, against 5.69\% predicted. The numerical output lists the data and these comparisons.

\section{How far a real contact departs from the model}

The example represents a metal contact on very heavily doped n-type silicon; its parameters are illustrative. Advanced contacts can reach roughly $10^{-9}$ ohm\,cm$^2$. The following shifts are relative to the fitted $\rho$ and are estimated one at a time.

\paragraph{Altered layer under the metal.} Contact formation can consume or damage silicon. If the sheet resistance under the contact is 20\% higher than in the gaps, with the measured $a$ held fixed, the inferred $\rho$ falls by 10.4\%. This exceeds the total error bar. The gap data do not determine that sheet resistance, so it needs separate evidence.

\paragraph{Resistance of the metal.} Suppose each contact line is fed and sensed at one end of its width and has end-to-end resistance $R_m$. If it passes current evenly into the layer, its own current falls linearly to zero. The dissipation is $I^2R_m\int_0^1(1-u)^2du=I^2R_m/3$, so two lines add $2R_m/3$ to the intercept when $R_m$ is small compared with $R$. Metal of 0.2 ohm per square gives $R_m=0.2\times1000/150=1.33$ ohm and an addition of 0.89 ohm. Removing it lowers $\rho$ by 6.2\%. At fixed $L$ and metal thickness, $R_m$ grows as $W$ while $a$ falls as $1/W$, so the fractional effect grows as $W^2$ while $R_m$ stays small compared with $R$.

\paragraph{Depth of the layer.} Let the layer have thickness $t$, with $z$ measured from its insulating bottom. A decaying potential $\cos(kz)e^{-ky}$ satisfies the interface condition if $k\tan kt=R_st/\rho$. For small $kt$,
\begin{equation}
k^2\left(1+\frac{k^2t^2}{3}\right)\simeq\frac{R_s}{\rho}
\quad\Longrightarrow\quad
\frac1{k^2}\simeq\frac{\rho}{R_s}+\frac{t^2}{3}.
\end{equation}
The apparent resistivity therefore exceeds that of the interface by about $R_st^2/3$, with current crowding at the contact edge left out; in the full two-dimensional problem the excess is somewhat smaller, more so as $\rho$ falls. For $t=40$ nm this is $5.4\times10^{-10}$ ohm\,cm$^2$, or 5.5\%. At an interface value of $10^{-9}$ ohm\,cm$^2$ the same formula gives about half of that value, but the layer is then thicker than the transfer length of 32 nm and current crowding at the contact edge can no longer be left out. The formula then gives only a rough size, and a two-dimensional model is needed.

\paragraph{Ohmic behaviour.} At 50 microampere the contact drop is 0.55 mV, far below the thermal voltage of 25.9 mV at 300 K. This supports a linear treatment at that current but does not replace a measured current--voltage curve.

\section{Choosing the value and its range}

If the simulation resolves current along the contact but treats the layer as a thin sheet, enter $\rho$. If it replaces the whole contact by one resistor, enter $R_c=a/2=11.0$ ohm only for this width and contact length, and otherwise recompute $R_c$ from $\rho$ and $R_s$ with the device dimensions; using $\rho/(WL)$ instead assumes even injection. If it resolves the depth of the layer, the vertical part must be removed from $\rho$, or it is counted twice.

Do not vary $\rho$ and $R_s$ as independent settings. From the differential above, their random logarithmic errors have covariance
\begin{equation}
\frac{gC_{ab}}{ab}+(1-g)\frac{V_b}{b^2},
\end{equation}
and both terms are negative. For the random errors of the example the correlation is about $-0.87$: a higher sheet resistance goes with a lower contact resistivity. A width error moves both the same way, since $R_s=bW$, and a shared edge error moves only $\rho$, so the correlation of the total errors is weaker. A sensitivity study can draw correlated pairs $(a,b)$, discard none of their correlation, and convert each pair to $(R_s,\rho)$. A shared edge shift and width error should be drawn once per structure, not once per gap.

More gaps, or repeated independent readings of both gap and resistance, can reduce the random part. Repeating only the resistance readings leaves the gap errors in place. With the shared errors of the example held fixed, a floor of $\sqrt{4.06^2+1.00^2}=4.2\%$ remains. Once the random part is well below that level, further readings narrow the range very little, and better edge calibration is needed. In the example the random part and the edge error are nearly equal, so halving either one brings the total to about 4.6\%. For long contacts the same 4 nm edge error costs $4\,\mathrm{nm}/L_T$. At $10^{-9}$ ohm\,cm$^2$ and 100 ohm per square, $L_T$ is about 32 nm and the error is about 13\%. Lower contact resistivity therefore demands better dimensional measurement, even when the resistance readings are unchanged.

\section*{Computed results}
\begin{verbatim}
Input: sheet 100 ohm/sq, rho 1.00e-08 ohm cm^2
Input: width 1000 nm, contact length 150 nm
True transfer length 100.0 nm
True intercept 22.096 ohm, slope 0.1000 ohm/nm
One contact: formula 11.04791, ladder 11.04791 ohm
Gap error 6.0 nm (each gap, independent)
true gap nm | read gap nm | R ohm | R error ohm | adjusted gap nm
    60     60    28.11   0.20     60.10
   100    102    32.36   0.20    102.00
   160    158    38.00   0.20    157.63
   250    245    46.91   0.30    245.33
   400    397    62.29   0.40    397.00
   600    594    82.27   0.50    593.96
Slope after pass 1: 0.10145856 ohm/nm
Slope after pass 2: 0.10145730 ohm/nm
Slope after pass 3: 0.10145730 ohm/nm
Converged slope: 0.10145730 ohm/nm
Intercept 22.012 +- 0.465 ohm
Slope 0.10146 +- 0.00160 ohm/nm
Covariance -5.9708e-04 ohm^2/nm
Correlation -0.802
Minimum misfit 0.01 for 4 degrees of freedom
Fitted sheet resistance 101.46 ohm/sq
x = L/LT 1.5213, LT 98.60 nm, g 1.5492
rho 9.8634e-09 ohm cm^2
rho by long-contact formula 1.1939e-08 ohm cm^2
Intercept part of error 3.27 %
Slope part of error 0.87 %
Random error without covariance 3.38 %
Random error with covariance 4.00 %
Likelihood interval 9.4661e-09 to 1.0255e-08 ohm cm^2
Shared edge error 4.0 nm gives 4.06 %
Width error 10 nm gives 1.00 %
Total error 5.79 %, 5.71e-10 ohm cm^2
Repeated experiments: 20000
Random scatter 3.91 %, predicted 3.90 %
Total scatter 5.70 %, predicted 5.69 %
Coverage, full method 68.7 %
Coverage, covariance dropped 60.7 %
Coverage, gap errors ignored 28.8 %
Sheet under contact 20 % higher: rho changes -10.4 %
Metal 0.2 ohm/sq, line 1.333 ohm, adds 0.889 ohm
Removing metal part: rho changes -6.2 %
Layer depth 40 nm: vertical part 5.41e-10 ohm cm^2, 5.5 % of rho
Current 50 uA: contact drop 0.550 mV
Thermal voltage at 300 K: 25.85 mV
\end{verbatim}
